\section*{Exchange Fine Structure of Spin-Forbidden Excitons in D3h Monolayers}

\section{Physical situation and statement}

In monolayer WSe$_2$ the lowest conduction band at $K$ and the upper valence band have opposite spin. An electron and a hole in these bands form an exciton that light polarized in the layer plane cannot create in the dipole approximation. The horizontal mirror forbids it even though spin-orbit coupling mixes the spins slightly. Time reversal supplies an equal exciton at $K'=-K$. Two questions follow: do the two valley excitons remain degenerate, and can either couple to an electric field along the layer normal $z$?

Take a flat, unstrained layer with point group $D_{3h}$, no applied field, and zero exciton momentum. The ground state is invariant under the group, and the exciton envelope is 1s-like. The doublet then decomposes as
\begin{equation}
\Gamma=A_1''\oplus A_2'' .
\end{equation}
The $A_2''$ state may have a $z$ dipole; the $A_1''$ state has no electric dipole in any direction. Symmetry allows a splitting but does not fix its size or sign. These come from the interaction, and Sections 4--6 show why exchange is the leading source.

The algebra uses atomic units. Band states $\psi_c,\psi_v$ are two-component spinors, and $|K\rangle$ denotes the pair made by moving an electron from $\psi_v$ to $\psi_c$ at $K$. The label $K$ is given to the valley whose upper valence state is mainly $d_{+2}$ with spin up.

\section{Symmetry of the pairs}

\subsection{Horizontal mirror}
The mirror $\sigma_h$ reverses $z$ in the orbitals and acts on spin as $-i\sigma_z$. It leaves every in-plane wave vector unchanged, so each band state has a definite eigenvalue. The main part of $\psi_v$ is an even orbital with spin up, with eigenvalue $-i$. The main part of $\psi_c$ is the even orbital $d_0$ with spin down, with eigenvalue $+i$. Spin-orbit coupling may add odd orbitals of reversed spin, but it cannot change these eigenvalues.

A pair transforms as the electron times the complex conjugate of the removed valence electron:
\begin{equation}
\chi(\sigma_h)=(+i)(-i)^*=(+i)(+i)=-1 .
\end{equation}
The pair is odd. Since $x$ and $y$ are even, $\langle c|x|v\rangle=\langle c|y|v\rangle=0$. Spin-allowed pairs are even and cannot mix with these pairs while the mirror holds.

\subsection{Threefold rotation}
Rotate about a metal site by $\theta=2\pi/3$. At $K$ the rotated wave vector differs from $K$ by a reciprocal vector, so the Bloch phases on metal sites are unchanged. A metal component with total projection $m_j$ acquires $e^{-i\theta m_j}$. Here $m_j=2+\tfrac12=\tfrac52$ for the hole band and $m_j=0-\tfrac12=-\tfrac12$ for the electron band. The pair factor is
\begin{equation}
e^{-i\theta(-1/2-5/2)}=e^{3i\theta}=e^{2\pi i}=1 .
\end{equation}
The pair at $K'$ also has factor 1, since time reversal conjugates it.

\subsection{Reduction}
The vertical mirrors and in-plane twofold axes exchange the valleys, so their traces vanish. In the class order $E,2C_3,3C_2',\sigma_h,2S_3,3\sigma_v$, the characters are
\begin{equation}
\chi=(2,\,2,\,0,\,-2,\,-2,\,0).
\end{equation}
The row for $A_1''$ is $(1,1,1,-1,-1,-1)$ and that for $A_2''$ is $(1,1,-1,-1,-1,1)$. The group has 12 elements, so each occurs
\begin{equation}
\frac{2+2(2)+0+2+2(2)+0}{12}=1
\end{equation}
time. Two one-dimensional representations fill the doublet. In $D_{3h}$, $z$ belongs to $A_2''$ and $(x,y)$ to $E'$, which proves the dipole statement. The axial vector components belong to $A_2'$ and $E''$, so $A_1''$ has no magnetic-dipole transition either.

The lower valence band is a useful contrast. At $K$ its hole state has $m_j=2-\tfrac12=\tfrac32$, and the conduction state of opposite spin has $m_j=\tfrac12$. The pair factor is $e^{i\theta}$, and its conjugate at $K'$ gives a total character $2\cos\theta=-1$. The pair is still $\sigma_h$-odd, so this doublet is $E''$. It has no electric dipole, and no interaction respecting $D_{3h}$ can split it.

\section{The two states and the source of the dipole}

Fix the phase at $K'$ by $|K'\rangle=\sigma_v|K\rangle$. Acting twice with $\sigma_v$ gives $-1$ for the electron and $-1$ for the hole, hence $+1$ for the pair. Define $d=\langle K|z|0\rangle=\langle c|z|v\rangle$, with Bloch functions normalized in one cell. A vertical mirror leaves both $z$ and the ground state unchanged, so
\begin{equation}
\langle K'|z|0\rangle=\langle K|\sigma_v^\dagger z\,\sigma_v|0\rangle=d .
\end{equation}
For $|\pm\rangle=(|K\rangle\pm|K'\rangle)/\sqrt2$,
\begin{equation}
\langle +|z|0\rangle=\frac{d+d}{\sqrt2}=\sqrt2\,d,\qquad
\langle -|z|0\rangle=\frac{d-d}{\sqrt2}=0 .
\end{equation}
The plus state is even under $\sigma_v$ and is $A_2''$; the minus state is odd and is $A_1''$. A different phase for $|K'\rangle$ changes the relative phase in the combinations, not the physical states. Code should therefore identify the states by dipole or mirror parity.

Without spin-orbit coupling, $d=0$ because $z$ does not flip spin. Let $c,v,n$ now denote states without that coupling, and let $H_{\rm so}$ be the perturbation. First-order mixing gives
\begin{equation}
|\tilde c\rangle=|c\rangle+\sum_{n\ne c}
\frac{|n\rangle\langle n|H_{\rm so}|c\rangle}{E_c-E_n},
\end{equation}
and likewise for $v$. The state degenerate with $c$ but of opposite spin is no obstacle: it has the other $\sigma_h$ eigenvalue, so its matrix element vanishes. The same holds for $v$. Inserting the mixed states and keeping linear terms gives
\begin{equation}
d=\sum_{n\ne c}\frac{\langle c|H_{\rm so}|n\rangle\langle n|z|v\rangle}{E_c-E_n}
+\sum_{n\ne v}\frac{\langle c|z|n\rangle\langle n|H_{\rm so}|v\rangle}{E_v-E_n}.
\end{equation}
At leading order $d$ is linear in spin-orbit strength. The pair density behaves the same way, so its exchange energy is quadratic.

\section{Exchange and direct interactions}

Define $\rho_i(\mathbf r)=\psi_{c_i}^\dagger(\mathbf r)\psi_{v_i}(\mathbf r)$. In the Coulomb operator, one density factor can remove pair $j$, contributing $\rho_j^*$, while the other creates pair $i$, contributing $\rho_i$. The two assignments cancel the prefactor $1/2$. This gives the exchange element
\begin{equation}
X_{ij}=\iint
\frac{\rho_i(\mathbf r)\rho_j^*(\mathbf r')}{|\mathbf r-\mathbf r'|}
\,d\mathbf r\,d\mathbf r' .
\end{equation}
Spin is already summed in $\rho_i$, so no extra factor of two appears. The other pairing, which scatters the electron and hole separately, gives the attractive direct element
\begin{equation}
D_{ij}=-\iint
\psi_{c_i}^\dagger\psi_{c_j}(\mathbf r)\,
W(\mathbf r,\mathbf r')\,
\psi_{v_j}^\dagger\psi_{v_i}(\mathbf r')
\,d\mathbf r\,d\mathbf r' ,
\end{equation}
where $W$ is the screened interaction.

The vertical mirror makes the two diagonal exchange elements equal and the two off-diagonal elements equal. Hermiticity then makes the latter real:
\begin{equation}
X=\begin{pmatrix}J&M\\M&J\end{pmatrix},\qquad
X|\pm\rangle=(J\pm M)|\pm\rangle .
\end{equation}
The exchange splitting, $z$ state minus dark state, is $2M$. Coulomb repulsion is a positive kernel, so $J+M\ge0$ and $J-M\ge0$. This does not determine the sign of $M$, nor does it make the dark-state energy $J-M$ vanish.

\section{Why the direct term does not compete at leading order}

Symmetry would also permit a direct intervalley element. Time reversal removes it between exact partners. For $\psi=(a,b)^T$, write $T\psi=(b^*,-a^*)^T$. Then
\begin{equation}
\psi^\dagger T\psi=a^*b^*-b^*a^*=0
\end{equation}
at every point. The states at $K'$ are time-reversed states at $K$, up to phases. Both density factors in $D_{KK'}$ therefore vanish, whatever the form of $W$.

An exciton contains wave vectors around each valley. Its direct term also connects $\mathbf k$ near $K$ to $\mathbf k'$ near $K'$ with $\boldsymbol\kappa=\mathbf k+\mathbf k'\ne0$. Each density factor then starts at least linearly in $\boldsymbol\kappa$. It also needs at least one power of spin-orbit coupling, because the main spins in the two valleys are opposite. The direct intervalley term is thus at least quadratic in both quantities. Exchange is quadratic in spin-orbit coupling but survives at $\boldsymbol\kappa=0$. This is the sense in which exchange splits the doublet; the remaining direct part must be computed.

\section{From the cell to the exciton}

\subsection{Planar average}
Let $\rho_-=(\rho_K-\rho_{K'})/\sqrt2$. It is odd under a vertical mirror, which does not change $z$, so its average over the plane vanishes at every $z$. The average $\bar\rho(z)$ of the plus density need not vanish. Orthogonality of $c$ and $v$ gives $\int\bar\rho\,dz=0$. For in-plane momentum $q\to0$,
\begin{equation}
\frac{2\pi}{q}e^{-q|z-z'|}
=\frac{2\pi}{q}-2\pi|z-z'|+O(q).
\end{equation}
The divergent part multiplies zero total charge, leaving a finite depolarization energy. With $\phi''=-4\pi\bar\rho$ and vanishing field outside the layer, integration by parts gives
\begin{equation}
\int\bar\rho\,\phi^*dz=\frac1{4\pi}\int|\phi'|^2dz\ge0 .
\end{equation}
This contribution raises $A_2''$ and leaves $A_1''$ alone. An implementation must keep this finite limit when it handles the zero reciprocal vector.

\subsection{Site-charge model}
Represent the pair density by one charge per atom. Mirror oddness makes the metal charge zero and the two chalcogen charges $Q$ and $-Q$. With chalcogens at $z=\pm h$, $|d|=2h|Q|$. The vertical mirror gives the same charges at $K'$, hence $J=M=w$: the plus state shifts by $2w$ and the minus state by zero. The last zero belongs to this model.

Let $b_s=s$ and $b_o=\sqrt{s^2+4h^2}$, where $s$ softens the on-site repulsion. Summing the four chalcogen interactions gives
\begin{equation}
w=2|Q|^2S,\qquad
S=\sum_{\mathbf R}\left[
\frac1{\sqrt{R^2+b_s^2}}-\frac1{\sqrt{R^2+b_o^2}}\right].
\end{equation}
The planar Fourier transform of $(r^2+b^2)^{-1/2}$ is $2\pi e^{-Gb}/G$. Poisson summation, with cell area $A$, yields
\begin{equation}
S=\frac{2\pi}{A}\left[b_o-b_s+
\sum_{\mathbf G\ne0}\frac{e^{-Gb_s}-e^{-Gb_o}}{G}\right].
\end{equation}
The first part is the limit $G\to0$, obtained by expanding both exponentials to first order.

\subsection{Envelope factor}
Let $\varphi_{\mathbf k}$ be the normalized envelope in one valley and $N$ the number of cells. Each pair density carries $1/N$. The double cell sum supplies one factor $N$ after the relative position has been summed. Thus two pairs with nearly the same cell density interact by $w/N$. Choose band phases so that this density varies smoothly. With $\Phi(0)=(NA)^{-1/2}\sum_{\mathbf k}\varphi_{\mathbf k}$,
\begin{equation}
\frac wN\left|\sum_{\mathbf k}\varphi_{\mathbf k}\right|^2
=wA|\Phi(0)|^2 .
\end{equation}
The even valley combination has amplitude sum $\sqrt2\sum\varphi_{\mathbf k}$, so
\begin{equation}
\Delta_x=2wP,\qquad P=A|\Phi(0)|^2 .
\end{equation}
This contact formula assumes a constant pair charge over the envelope and first-order exchange. The second assumption can be examined separately. If $\mathcal D$ is the exciton dipole divided by $\sqrt N$, the same amplitude sum enters $\mathcal D$ and the shift, and eliminating it gives
\begin{equation}
\Delta_x=\frac{S\mathcal D^2}{2h^2}
\end{equation}
even when $Q$ varies with $\mathbf k$.

\section{Worked example with MoS$_2$ symmetry}

Monolayer MoS$_2$ has the same point group and the band symmetries used above. The example has five metal $d$ orbitals, three $p$ orbitals on each chalcogen, and spin. Its rough Slater--Koster and spin-orbit parameters are listed in the numerical output. They give a gap of $1.84$ eV and masses of about half the electron mass at $K$, but not the right band order elsewhere: the valence band at $\Gamma$ lies $0.40$ eV above $K$, and the conduction band at $M$ lies $0.65$ eV below $K$. In real monolayer MoS$_2$ both band edges are at $K$. The example therefore keeps only states near the valleys and serves to illustrate the mechanism. The computed spinors give one $A_1''$ and one $A_2''$ for the upper valence band, and one $E''$ for the lower.

At $K$, full diagonalization gives $|d|=0.00658$ \AA; the first-order formula gives $0.00662$ \AA. Halving the spin-orbit coupling reduces $|d|^2$ by a factor $3.98$, close to the leading-order factor 4.

For $h=1.6$ \AA\ and $s=1.4$ \AA, the reciprocal sum is $S=22.56$ eV when charges are in units of $e$. A real-space sum agrees to the digits shown. The planar average of the softened interaction supplies $21.35$ eV, or 95\% of it; point sheets at $\pm h$ with the kernel $-2\pi|z-z'|$ would give $32.6$ eV. These values depend on the assumed softening: $s=1.0$ and $1.8$ \AA\ give $S=27.3$ and $19.6$ eV, planar shares of 88\% and 98\%, and change the splitting found below from $12$ to $15.4$ and $9.9\ \mu$eV. With $|Q|=0.002057$,
\begin{equation}
w=2(0.002057)^2(22.56\ {\rm eV})=1.91\times10^{-4}\ {\rm eV}.
\end{equation}

The exciton problem uses a $36\times36$ momentum grid, restricted to discs of radius $0.43$ \AA$^{-1}$ around both valleys. The direct attraction is screened with a length of $40$ \AA; exchange is unscreened. The dark exciton lies at $1.358$ eV, bound by $0.483$ eV, and $P=0.0339$. If this contact density is assigned to a two-dimensional hydrogenic state, $|\Phi(0)|^2=2/(\pi a_x^2)$, then
\begin{equation}
a_x=\sqrt{\frac{2(8.87\ \text{\AA}^2)}{\pi(0.0339)}}
\simeq13\ \text{\AA}.
\end{equation}

This radius is nominal. The envelope's weight at the valley centre, read with the same hydrogenic form, gives about $9$ \AA, so the computed envelope is not closely hydrogenic.

The $z$ state lies above the dark state by $1.20\times10^{-5}$ eV, or $12\ \mu$eV. The dipole relation reproduces this:
\begin{equation}
\Delta_x=\frac{22.56(0.001653)^2}{2(1.6)^2}\ {\rm eV}
=1.20\times10^{-5}\ {\rm eV}.
\end{equation}
First-order exchange is therefore adequate within this basis of one valence and one conduction band per valley. The basis leaves out the polarization of the other bands along $z$, which screens the exchange. A static estimate with all bands of the model multiplies the exchange by about $0.14$, which would reduce $12\ \mu$eV to about $2\ \mu$eV. The contact formula gives $2(1.91\times10^{-4})(0.0339)=1.30\times10^{-5}$ eV, about 8\% above the full exchange shift. The excess comes from its remaining assumption, a constant pair charge. On a $90\times90$ grid with discs of only $0.05$ \AA$^{-1}$, the computed shift is $1.01$ times the contact value.

The screened direct intervalley part is $2\times10^{-9}$ eV. Leaving the intervalley interaction unscreened raises it to $1.1\times10^{-7}$ eV, about 1\% of the unscreened exchange splitting and about 7\% of the estimate with screened exchange. These figures count site charges only. With assumed on-site Slater integrals $F^2=6.5$ eV and $F^4=4$ eV on the metal and $F^2=4$ eV on the chalcogens, the on-site multipoles contribute about $-3.6\times10^{-7}$ eV before screening. That is about 3\% of the unscreened exchange splitting, but about 20\% of the estimate with screened exchange. The lower-band $E''$ doublet is degenerate to numerical rounding.

With the same discs, $24\times24$ and $60\times60$ grids give $1.13\times10^{-5}$ and $1.23\times10^{-5}$ eV, within about 6\% of the main result. The $60\times60$ grid also raises $P$ by about 7\%. Changing the grid, or the average used at zero momentum transfer, moves the exciton energy by up to about $0.01$ eV. Disc radii of $0.36$ and $0.48$ \AA$^{-1}$ give splittings of $11.4$ and $12.2\ \mu$eV, although $P$ changes much more, from $0.030$ to $0.044$. The stability of the splitting ends when the discs reach the low conduction states toward $M$. At $0.54$ \AA$^{-1}$ the lowest state drops by $0.13$ eV, nearly all its weight lies more than $0.35$ \AA$^{-1}$ from the valley centres, and the splitting of the lowest two states falls to $0.06\ \mu$eV. The exciton energy, binding, $P$ and splitting quoted here therefore belong to the chosen discs and are not converged properties of the full band model. At 4 K the thermal energy is $3.4\times10^{-4}$ eV, some 29 times the splitting. In thermal equilibrium the two model states would be almost equally populated. This does not carry over to WSe$_2$, where the observed splitting exceeds the thermal energy at 4 K.

\section{Neglected atomic terms}

On the metal, the spin-orbit admixture $d_{-1}$ in $\psi_c$ combines with $d_{+2}$ in $\psi_v$. Their density has angular dependence $e^{3i\phi}$ and is odd in $z$. The product of two $d$ functions contains angular momenta 0, 2 and 4, so this density is $Y_{4,3}$. At $K'$ it is $Y_{4,-3}$. These are orthogonal under a spherical on-site interaction: $M$ receives nothing, while $J$ increases. For pairs at the valley centres, this on-site term therefore shifts both excitons equally. For an assumed Slater integral $F^4=4$ eV and a constant pair density, the shift is about $1.3\times10^{-6}$ eV. Letting the density vary over the discs lowers it to about $0.9\times10^{-6}$ eV and changes the splitting by less than $10^{-7}$ eV. It illustrates why dipole-dark does not mean free of exchange. The same metal density also interacts with the chalcogen charges $\pm Q$. That term acts on $A_2''$ only; with a bare Coulomb interaction and an assumed $\langle r^4\rangle$ of $1$ to $2$ \AA$^4$ it lowers the splitting by 2 to 4\%.

Metal $p$ orbitals are also omitted. An assumed amplitude of $0.2$ and radial length of $1$ \AA\ suggest an additional $z$ element of $0.0010$ \AA, 15\% of $|d|$. The vertical mirror combined with time reversal maps each valley onto itself and makes this element real relative to $d$, so only its relative sign is left open. If the splitting followed the squared total dipole, this term could change it by roughly 30\% either way. Other intra-atomic dipoles are omitted too, so this is no error bound.

\section{When the dark state becomes bright}

A magnetic field along $z$ reverses under $\sigma_v$. It shifts the valley energies by $+b$ and $-b$ and couples $|+\rangle$ to $|-\rangle$. For zero-field splitting $\delta>0$, measured from the mean energy,
\begin{equation}
H=\begin{pmatrix}\delta/2&b\\b&-\delta/2\end{pmatrix},\qquad
E_\pm=\pm\tfrac12\sqrt{\delta^2+4b^2}.
\end{equation}
The mixing angle satisfies $\tan2\vartheta=2|b|/\delta$. The lower state therefore contains the $z$-dipole state with weight
\begin{equation}
\sin^2\vartheta=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+4b^2}}\right).
\end{equation}
For $|b|\ll\delta$ this is $b^2/\delta^2$; for $|b|\gg\delta$ it approaches $1/2$, and the eigenstates become valley excitons. An in-plane magnetic field belongs to $E''$. Since $A_1''\otimes E''=E'$, it can instead give the dark state an in-plane dipole.

A difference between the two sides of the layer breaks $\sigma_h$ but may leave $C_{3v}$. The dark state is then $A_2$, while $z$ is $A_1$ and $(x,y)$ is $E$, so it remains dipole-dark. In-plane strain that preserves one vertical mirror and $\sigma_h$ also leaves it dark. Strain that removes all vertical mirrors allows the two states to mix.

\section{Comparison with real layers}

The example is not a prediction for WSe$_2$. In the model the spin-forbidden conduction band at $K$ lies $0.013$ eV above the spin-allowed one, whereas in WSe$_2$ it lies below. That order does not affect the representations. The observed WSe$_2$ splitting is roughly half a meV, some forty times the model value. Tungsten has stronger spin-orbit coupling, which enters quadratically, and the site charges omit atomic dipoles. The model value also depends on the disc radius and lacks screening of the exchange by other bands, so the ratio should not be read as a material trend. For MoS$_2$ itself, the model's exciton energy of $1.36$ eV is well below the rough $1.9$ eV of real layers, so its energies are not quantitative. The dipole depends mainly on another energy, the $3.4$ eV between the spin-forbidden conduction state and a higher state at $K$, which the exciton energy does not test. Encapsulation weakens binding and enlarges the exciton. With cell exchange held fixed and a hydrogenic envelope, $\Delta_x\propto a_x^{-2}$: a 20\% larger radius multiplies the splitting by $1/1.2^2=0.69$. Real samples may also have strain or disorder that removes the vertical mirrors, in which case strict darkness is lost.

\section*{Calculated quantities}
\begin{verbatim}
Model: monolayer MoS2 regime, rough parameters
lattice constant: 3.2 angstrom
half layer height: 1.6 angstrom
d levels z2,x2-y2,xy,xz,yz (eV): -1.1 -1.5 -1.5 -0.1 -0.1
p levels x,y,z (eV): -3.6 -3.6 -5.2
pd sigma, pi (eV): 3.2 -1.7
dd sigma, pi, delta (eV): -0.9 0.25 0.25
pp sigma, pi (eV): 1.2 -0.5
spin-orbit metal, chalcogen (eV): 0.075 0.05
Coulomb softening length: 1.4 angstrom
layer screening length: 40 angstrom
spin-forbidden band gap at K: 1.842 eV
valence spin splitting at K: 0.1421 eV
conduction E(forbidden)-E(allowed): 0.01306 eV
upper-band characters E,C3,C2,sh,S3,sv: 2.0 2.0 0.0 -2.0 -2.0 0.0
counts A1',A2',E',A1'',A2'',E'': 0 0 0 1 1 0
lower-band counts, same order: 0 0 0 0 0 1
allowed in-plane coupling dH/dk: 4.124 eV angstrom
forbidden in-plane coupling dH/dk: 1.8e-18 eV angstrom
z matrix element at K: 0.006582 angstrom
z element, first order in spin-orbit: 0.006615 angstrom
squared dipole ratio, full/half spin-orbit: 3.979
Kramers-partner site density: 5.7e-17
site density away from partners: 4.21e-05
pair charge on top chalcogen at K: 0.002057 e
exchange lattice sum, reciprocal: 22.5646 eV
exchange lattice sum, real space: 22.5647 eV
planar-average part of that sum: 21.35 eV
cell exchange energy w: 0.0001909 eV
main grid 36 x 36, disc radius 0.43 1/angstrom
pair states in main calculation: 326
lowest pair gap in the discs: 1.842 eV
dark exciton energy: 1.358364 eV
binding energy: 0.4834 eV
contact probability A|Phi(0)|^2: 0.03394
z-state dipole per sqrt(cell number): 0.001653 angstrom
dark-state dipole, same measure: 2.2e-13 angstrom
splitting E(z state)-E(dark): 1.2045e-05 eV
part from exchange: 1.2043e-05 eV
part from direct intervalley term: 2.05e-09 eV
contact-formula exchange shift: 1.2959e-05 eV
small-disc shift / contact formula: 1.01
lower-band doublet splitting: 2.0e-15 eV
splitting on 24 x 24 grid: 1.1274e-05 eV
direct part if unscreened between valleys: 1.13e-07 eV
assumed metal F4 integral, rough: 4 eV
neglected common on-site shift: 1.28e-06 eV
assumed metal-p amplitude, rough: 0.2
assumed radial d-p length, rough: 1 angstrom
neglected metal d-p z element, rough: 1.01e-03 angstrom
thermal energy at 4 K: 3.447e-04 eV
\end{verbatim}
